# Delocalization energy of the benzyl cation and ionization of benzylic protecting groups

## Problem

In one kind of chemically amplified resist, acid made by exposure removes protecting groups from a polymer during a bake. Suppose that a benzylic group leaves by ionization: the bond between the benzylic carbon and oxygen breaks, the oxygen side keeps the bonding pair, and a benzyl cation C₆H₅CH₂⁺ is formed.

Treat the π electrons by the Hückel method. Each of the seven carbons carries one p orbital with Coulomb integral \(\alpha\). Bonded neighbours are coupled by the resonance integral \(\beta<0\), all other couplings vanish, and overlap is neglected. Number the ring 1 (ipso), 2 and 6 (ortho), 3 and 5 (meta), 4 (para), and call the CH₂ carbon 7. Let the coupling between atoms 1 and 7 be \(k\beta\), so that \(k=1\) is planar benzyl and \(k=0\) is benzene plus an isolated empty p orbital.

(a) Find the energy levels for any \(k\), and their values at \(k=1\).

(b) Find how far the cation lies below benzene plus an empty p orbital. Does the answer differ for the benzyl radical or anion?

(c) Obtain the weak-coupling limit in two ways, and find the π bond order between atoms 1 and 7.

(d) Find where the positive charge sits.

(e) Take \(|\beta|=0.80\) eV, a bake at 110 °C (383.15 K), and a fraction \(f\) of the delocalization energy already present in the transition state. By what factor does conjugation speed up ionization for \(f=0.3\) and \(f=0.6\)? What happens if the CH₂ group is twisted by 45°?

(f) Judge the result with these gas-phase energies of closed-shell states, calculated in the 6-31G basis at idealized fixed geometries. Turning the CH₂ group of the cation by 90° costs 1.90 eV in Hartree–Fock theory and 2.09 eV in second-order perturbation theory (MP2). The reaction

\[
\mathrm{C_6H_5CH_3+CH_3^+\rightarrow C_6H_5CH_2^+ + CH_4}
\]

releases 2.86 eV and 3.14 eV respectively.

## Solution

### (a) Levels

Write each orbital energy as \(E=\alpha+x\beta\). Since \(\beta<0\), a positive \(x\) means a bonding level. The Hückel equations become

\[
x\,c_r=\sum_{s}A_{rs}c_s ,
\]

where \(A_{rs}=1\) for ring neighbours, \(A_{17}=A_{71}=k\), and all other elements are zero.

The reflection that exchanges atoms 2 with 6 and 3 with 5 leaves \(A\) unchanged, so symmetric and antisymmetric orbitals do not mix. The antisymmetric combinations are \((\phi_2-\phi_6)/\sqrt2\) and \((\phi_3-\phi_5)/\sqrt2\). Their coupling is \(\tfrac12(A_{23}+A_{65})=1\), which gives \(x=\pm1\) for every \(k\).

The symmetric combinations form a chain,

\[
\phi_7,\quad \phi_1,\quad \frac{\phi_2+\phi_6}{\sqrt2},\quad \frac{\phi_3+\phi_5}{\sqrt2},\quad \phi_4 ,
\]

with successive couplings \(k,\sqrt2,1,\sqrt2\). For instance, atom 1 couples to the ortho combination with strength \((1+1)/\sqrt2=\sqrt2\).

Let \(P_n\) be the determinant of \(x\mathbf 1-A\) for the last \(n\) members of the chain, starting from atom 4. Expanding along the newly added row gives \(P_n=xP_{n-1}-t^2P_{n-2}\), where \(t\) is the coupling to the new member. With \(P_0=1\) and \(P_1=x\),

\[
\begin{aligned}
P_2&=x^2-2,\\
P_3&=x(x^2-2)-x=x^3-3x,\\
P_4&=x(x^3-3x)-2(x^2-2)=x^4-5x^2+4,\\
P_5&=x(x^4-5x^2+4)-k^2(x^3-3x)\\
&=x\left[x^4-(5+k^2)x^2+4+3k^2\right].
\end{aligned}
\]

One level therefore stays at \(x=0\) for every \(k\). The others obey

\[
x^2=\frac{5+k^2\pm\sqrt{(5+k^2)^2-4(4+3k^2)}}{2}
=\frac{5+k^2\pm\sqrt{k^4-2k^2+9}}{2}.
\]

At \(k=0\) this gives \(x^2=4\) and 1. Together with the antisymmetric pair, these are the benzene levels \(\pm2,\pm1,\pm1\), and the remaining \(x=0\) is the isolated p orbital. At \(k=1\) the square root is \(\sqrt8\), so \(x^2=3\pm\sqrt2\). The seven levels of benzyl are

\[
x=\pm2.101,\quad \pm1.259,\quad \pm1,\quad 0 .
\]

### (b) Delocalization energy

The cation has six π electrons, which fill the three bonding levels. Call the two positive symmetric roots \(u\) and \(v\). Then

\[
E_\pi=6\alpha+2(u+v+1)\beta .
\]

The individual roots are not needed. The quadratic in \(x^2\) gives \(u^2+v^2=5+k^2\) and \(u^2v^2=4+3k^2\), hence

\[
(u+v)^2=u^2+v^2+2uv=5+k^2+2\sqrt{4+3k^2}.
\]

The reference, benzene plus an empty p orbital, has

\[
E_{\rm ref}=6\alpha+2(2+1+1)\beta=6\alpha+8\beta .
\]

The empty orbital contributes nothing because it holds no electron. Define \(D=E_{\rm ref}-E_\pi\), positive when the cation is lower. With \(\beta=-|\beta|\),

\[
D(k)=\left[2\sqrt{5+k^2+2\sqrt{4+3k^2}}-6\right]|\beta| .
\]

At \(k=0\) the outer root is \(\sqrt9=3\), and \(D\) vanishes as it must. At \(k=1\),

\[
D=\left[2\sqrt{6+2\sqrt7}-6\right]|\beta|=(6.72-6)|\beta|=0.72\,|\beta| .
\]

The total π energy is thus \(6\alpha+8.72\beta\), which is \(0.72|\beta|\) below the reference.

The radical and the anion have one and two more electrons. These enter the level \(x=0\), whose energy is \(\alpha\) both in benzyl and in the reference. Their contribution cancels, and \(D\) is the same for all three species. Within this model, \(D\) therefore does not explain why the bond breaks to give a cation. That choice comes from the acid, which makes the leaving group able to depart with the bonding pair. Given that choice, \(D\) measures the advantage over a similar group without conjugation.

### (c) Weak coupling and bond order

For small \(k\), \(2\sqrt{4+3k^2}\approx4+\tfrac32k^2\). The outer root becomes

\[
\sqrt{9+\tfrac52k^2}\approx3+\tfrac5{12}k^2,
\qquad
D\approx\tfrac56k^2|\beta| .
\]

Perturbation theory shows where this energy comes from. A filled ring orbital at \(\alpha+x_i\beta\), with amplitude \(c_{1i}\) on the ipso atom, couples to the empty orbital at \(\alpha\) with strength \(k\beta c_{1i}\). Its second-order shift is

\[
\frac{(k\beta c_{1i})^2}{(\alpha+x_i\beta)-\alpha}=\frac{k^2c_{1i}^2}{x_i}\,\beta .
\]

The lowest ring orbital has \(x=2\) and \(c_1^2=1/6\). The symmetric orbital at \(x=1\) has amplitudes \((2,1,-1,-2,-1,1)/\sqrt{12}\), so \(c_1^2=1/3\). The antisymmetric one has a node at atom 1 and does not couple. Two electrons in each orbital give

\[
2k^2\beta\left(\frac1{12}+\frac13\right)=\frac56k^2\beta ,
\]

which is a lowering, in agreement with the expansion. In this model the stabilization is donation from filled ring orbitals into the empty p orbital. Extended to \(k=1\), the leading term gives \(0.83|\beta|\), about 16% above the full Hückel value.

The π bond order is \(p=\sum_i n_ic_{1i}c_{7i}\), with \(n_i\) the occupation. The bond appears twice in the energy, as \(A_{17}\) and \(A_{71}\), and the orbitals are stationary to first order. Hence \(dD/dk=2p|\beta|\). Differentiating \(D(k)\) and setting \(k=1\),

\[
2p=\frac{2+6/\sqrt7}{\sqrt{6+2\sqrt7}}=\frac{4.268}{3.360}=1.270,
\qquad p=0.635 .
\]

The exocyclic bond thus has substantial double-bond character.

### (d) Positive charge

At \(x=0\), the amplitudes on the neighbours of each atom must add to zero. The equation at atom 7 gives \(c_1=0\). Those at the ortho atoms then give \(c_3=c_5=0\). Those at the meta atoms give \(c_2=c_6=-c_4\), and the one at atom 1 gives \(c_7=-c_2-c_6=2c_4\). After normalization, since \(4+1+1+1=7\),

\[
c_7=\frac2{\sqrt7},\qquad c_2=c_6=-\frac1{\sqrt7},\qquad c_4=\frac1{\sqrt7}.
\]

The atoms fall into two sets, \(\{2,4,6,7\}\) and \(\{1,3,5\}\), with bonds running between the sets. Reversing the signs on one set turns an orbital at \(x\) into one at \(-x\) with the same squared amplitudes. The squares on any atom, summed over all seven orbitals, equal 1. Therefore

\[
2\sum_{\rm bonding}c_r^2+c_{r0}^2=1 ,
\]

where \(c_{r0}\) is the amplitude in the nonbonding orbital. The first term is the π population of atom \(r\) in the cation, so its positive charge is \(c_{r0}^2\): 4/7 on CH₂ and 1/7 on each ortho and para atom.

Hartree–Fock π charges, from a Mulliken division in the 6-31G basis, are 0.50 on CH₂, 0.26 on para, 0.19 on each ortho atom, −0.02 on each meta atom and −0.10 on ipso. These values depend on basis and partition: the cc-pVDZ basis shifts them by up to about 0.03, and a Löwdin division in 6-31G by up to about 0.05. The main pattern survives, but the equality of ortho and para does not.

The charges also indicate where a substituent helps. If it raises \(\alpha\) at the para atom by a small \(\delta>0\), the neutral ring, with population 1 there, rises by \(\delta\). The cation, with population 6/7, rises by \(6\delta/7\). Ionization becomes easier by \(\delta/7\). At a meta atom this first-order gain is zero.

### (e) Rate factor

Before ionization the benzylic carbon is saturated, and the π energy is that of benzene. Compare with an unconjugated group whose ionization is otherwise identical, with the same prefactor. If the barrier falls by \(fD\), the rate ratio is

\[
\frac{r_{\rm benzylic}}{r_{\rm unconjugated}}=\exp\left(\frac{fD}{k_BT}\right).
\]

Here \(D=0.7206\times0.80=0.576\) eV (55.6 kJ/mol) and \(k_BT=0.0330\) eV. For \(f=0.3\) the exponent is \(0.173/0.0330=5.2\), and the factor is about 190. For \(f=0.6\) the exponent doubles and the factor is about \(3.5\times10^4\).

A twist by \(\theta\) reduces the parallel component of the p orbital, so take \(k=\cos\theta\). At 45°, \(k^2=1/2\) and

\[
D=\left[2\sqrt{5.5+2\sqrt{5.5}}-6\right]|\beta|=0.38\,|\beta| .
\]

With \(f=0.3\) held fixed, the factor drops to about 16. A surrounding that holds the CH₂ group this far out of the ring plane would remove much of the advantage, whereas a twist of 10° lowers the factor only from about 190 to about 160.

### (f) What the number can support

The Hückel cost of a 90° twist is the whole of \(D\), or 0.58 eV for the chosen \(\beta\). The calculated costs are 1.90 and 2.09 eV. They refer to the closed-shell twisted cation with an empty CH₂ p orbital, the state that matches \(k=0\). In unrestricted Hartree–Fock theory, open-shell solutions lie 0.1 to 0.2 eV below it, while MP2 places them about 0.9 eV above it. In the larger cc-pVDZ basis, at the same geometries, the Hartree–Fock cost is unchanged to the digits shown and the MP2 cost falls by about 0.04 eV; the hydride-transfer releases fall by about 0.07 eV (Hartree–Fock) and 0.05 eV (MP2). Matching the 6-31G twist costs would require \(|\beta|=2.64\) and 2.90 eV. The coefficient 0.72 is a definite result of the model, but its conversion to eV depends strongly on how \(\beta\) is calibrated. With the MP2 twist energy in place of \(D\), the factor at \(f=0.3\) would be \(\exp(0.3\times2.09/0.0330)\), about \(2\times10^8\) instead of 190. The direction of the effect is supported; its size is not predicted.

The hydride transfer compares benzyl with methyl. Subtracting the twist cost leaves a release of 0.96 eV (Hartree–Fock) or 1.05 eV (MP2) for the twisted cation. About a third of the advantage over methyl thus remains without conjugation to the empty p orbital. Polarization of the ring and donation from σ bonds are plausible sources, but these energies do not separate them.

A surrounding medium works the other way, because it stabilizes a small ion more. The Born model with relative permittivity 3 and chosen radii of 0.20 nm for methyl and 0.33 nm for benzyl gives a loss of

\[
\frac{e^2}{8\pi\varepsilon_0}\left(1-\frac13\right)\left(\frac1{0.20\ {\rm nm}}-\frac1{0.33\ {\rm nm}}\right)=0.95\ \text{eV}.
\]

This is a rough size that depends on the chosen radii. A cavity shaped like each ion, at the same permittivity, gives a loss of about 0.7 eV when it is built from van der Waals radii scaled by 1.2, and about 0.85 eV with unscaled radii. On these estimates the medium offsets roughly a quarter to a third of the gas-phase release.

The bake temperature is ordinary for chemically amplified resists, and 0.80 eV is a rough thermochemical size for \(|\beta|\). The choice of comparison group is a further assumption. Tertiary alkyl esters are also removed by acid in resists although their cations have no π system, so \(D\) alone does not rank protecting groups. Within the Hückel model, the allyl cation gains \(0.83|\beta|\) over ethylene plus an empty p orbital, and a planar diphenylmethyl cation gains \(1.30|\beta|\) over two benzenes plus an empty p orbital. In a real film the counterion, the leaving group, geometry relaxation and acid transport also affect the rate. If acid transport is the slow step, a lower ionization barrier changes the observed rate little. The main values are collected in the numerical output.

## Numbers as computed

```
HUECKEL MODEL (energies in |beta|, dimensionless x)
levels x, highest x first: 2.1010 1.2593 1.0000 0.0000 -1.0000 -1.2593 -2.1010
pi binding, benzyl cation: 8.7206 |beta|
pi binding, benzene + empty p: 8.0000 |beta|
delocalization energy D: 0.7206 |beta|
D for cation, radical, anion: 0.7206 0.7206 0.7206 |beta|
second-order coefficient of k^2: 0.8333 |beta|
exocyclic pi bond order: 0.6350
pi charge CH2: Hueckel 0.5714 e, RHF 0.501 e
pi charge ipso: Hueckel 0.0000 e, RHF -0.103 e
pi charge ortho: Hueckel 0.1429 e, RHF 0.188 e
pi charge meta: Hueckel 0.0000 e, RHF -0.015 e
pi charge para: Hueckel 0.1429 e, RHF 0.258 e
D allyl cation: 0.8284 |beta|
D planar diphenylmethyl cation: 1.3006 |beta|
RESIST EXAMPLE (chosen parameters)
|beta|: 0.80 eV
bake temperature: 383.15 K
thermal energy kT: 0.03302 eV
D: 0.576 eV = 55.6 kJ/mol
rate factor at f = 0.3: 188
rate factor at f = 0.6: 3.54e+04
D at 45 degree twist: 0.3845 |beta|
rate factor at 45 degree twist, f = 0.3: 16.4
NEGLECTED EFFECTS (6-31G, fixed geometries, gas phase)
RHF cost of 90 degree CH2 twist: 1.90 eV
RHF |beta| that would match twist: 2.64 eV
RHF hydride transfer release, planar: 2.86 eV
RHF same release, twisted: 0.96 eV
MP2 cost of 90 degree CH2 twist: 2.09 eV
MP2 |beta| that would match twist: 2.90 eV
MP2 hydride transfer release, planar: 3.14 eV
MP2 same release, twisted: 1.05 eV
RHF population of CH2 p orbital, twisted: 0.080 e
Born relative permittivity: 3.0
Born radii: 0.20 and 0.33 nm
Born stabilization lost by larger cation: 0.95 eV
```
